# The first-moment sum rule for atomic displacement in anharmonic lattices, part 2

A weak force on one atomic coordinate displaces the others. The first frequency moment of this response is fixed by the atomic masses, whatever the potential. Here that rule is applied to line shapes and to a model of two germanium atoms.

Coordinate \(x_a\) has mass \(m_a\) and momentum \(p_a\), with \([x_a,p_b]=i\hbar\delta_{ab}\). The Hamiltonian \(H\) is the kinetic energy \(\sum_ap_a^2/2m_a\) plus a real potential \(V\) that depends on positions alone. The state is stationary, with populations \(P_n\) in real eigenfunctions \(|n\rangle\) of energy \(E_n\). Angle brackets around an operator denote its average in this state, and \(kT\) is the thermal energy.

The response \(\chi_{ab}(\omega)\) is the displacement of coordinate \(a\) per unit force on coordinate \(b\), for time dependence \(e^{-i\omega t}\). Its imaginary part \(\chi''_{ab}\) is odd in \(\omega\). With \(\omega_{mn}=(E_m-E_n)/\hbar\) and \(x^a_{nm}=\langle n|x_a|m\rangle\), the level sum is

\[
\chi''_{ab}(\omega)=\frac\pi\hbar\sum_{nm}(P_n-P_m)x^a_{nm}x^b_{mn}\,\delta(\omega-\omega_{mn}).
\]

The matrix elements of the velocity \(v_a=\dot x_a\) are \(-i\omega_{mn}x^a_{nm}\). Indices are dropped for a single coordinate.

The first moment follows from a commutator:

\[
\int\frac{d\omega}{\pi}\,\omega\chi''_{ab}(\omega)=\frac i\hbar\langle[\dot x_a,x_b]\rangle .
\]

The moments \(M^{(k)}_{ab}=\int(d\omega/\pi)\,\omega^k\chi''_{ab}\) obey

\[
M^{(1)}_{ab}=\frac{\delta_{ab}}{m_a},\qquad
M^{(3)}_{ab}=\frac{\langle\partial_a\partial_bV\rangle}{m_am_b},
\]

the third provided its integral converges. The first of these is "the rule". With energy \(w=\hbar\omega\) as the variable, the first moment is \(\hbar^2\delta_{ab}/m_a\).

The double well of Part I, in units with \(\hbar=m=1\), is

\[
H=\frac{p^2}2+\frac{(x^2-4)^2}4 .
\]

### Two line shapes

A phonon's frequency and width can be extracted from a spectrum by fitting a line shape. The rule fixes the scale of such a shape.

A damped oscillator obeys \(\ddot x+\gamma\dot x+\Omega^2x=F/m\), so that

\[
\chi(\omega)=\frac1m\,\frac1{\Omega^2-\omega^2-i\gamma\omega}.
\]

Its poles lie in the lower half-plane. Integrate \(\omega\chi\) along the real axis from \(-R\) to \(R\) and close the path with a large upper semicircle. The total is zero. On the arc \(\omega\chi\to-1/(m\omega)\), which contributes \(-i\pi/m\), so the real axis contributes \(i\pi/m\). Its imaginary part is \(\int\omega\chi''d\omega=\pi/m\). The first moment is \(1/m\) for every positive \(\gamma\).

The third moment of this shape diverges, since \(\chi''\) falls as \(\gamma/(m\omega^3)\). A smooth potential with finite mean curvature has a finite third moment, so constant friction cannot hold up to arbitrarily high frequency.

A second shape is a pair of Lorentzians of half-width \(g\), with peaks at \(\pm\omega_p\) and the harmonic frequency \(\omega_h\) in the prefactor:

\[
\chi''_L=\frac1{2m\omega_h}\left[\frac g{(\omega-\omega_p)^2+g^2}-\frac g{(\omega+\omega_p)^2+g^2}\right].
\]

Each Lorentzian has area \(\pi\) and is centred on its peak. Over a symmetric range that grows without limit, the mean frequencies are \(\omega_p\) and \(-\omega_p\); the logarithmic end corrections vanish. The first moment is therefore

\[
\frac{\omega_p-(-\omega_p)}{2m\omega_h}=\frac1m\,\frac{\omega_p}{\omega_h}.
\]

The rule is met if the prefactor contains the shifted frequency \(\omega_p\). With the harmonic frequency left in place, the relative error equals the relative line shift.

### Kinetic energy is a different matter

The fixed first moment should not be confused with equipartition. From the velocity matrix elements,

\[
m\langle v^2\rangle=m\sum_{nm}P_n\omega_{mn}^2|x_{nm}|^2
=\frac m2\sum_{nm}(P_n+P_m)\omega_{mn}^2|x_{nm}|^2 ,
\]

where the second form averages the sum with its copy under \(n\leftrightarrow m\). In equilibrium \(P_m=P_ne^{-\hbar\omega_{mn}/kT}\), hence \(P_n+P_m=(P_n-P_m)\coth(\hbar\omega_{mn}/2kT)\). The level sum for \(\chi''\) then gives

\[
m\langle v^2\rangle=m\int\frac{d\omega}\pi\,\omega\chi''(\omega)\left[\frac{\hbar\omega}2\coth\frac{\hbar\omega}{2kT}\right].
\]

The bracket is the mean energy of an oscillator of frequency \(\omega\), and is at least \(kT\). The weight \(m\omega\chi''/\pi\) is non-negative and integrates to one. So \(m\langle v^2\rangle\ge kT\), with equality approached when \(kT\) is large compared with the quanta that carry the weight. Using \(y\coth y\simeq1+y^2/3\) and the third moment,

\[
\frac{m\langle v^2\rangle}{kT}\simeq1+\frac{\hbar^2\langle V''\rangle}{12m(kT)^2}.
\]

### Two germanium atoms

Let two neighbouring atoms in germanium, of round masses 70 u and 76 u, move along the bond between them. Their other neighbours are held fixed. With \(r=x_2-x_1\) the stretch of the bond,

\[
V=\frac k2(x_1^2+x_2^2)+D\left(1-e^{-\alpha r}\right)^2 .
\]

The model takes \(D=2000\) meV, \(\alpha=0.015\) pm\(^{-1}\) and a bond length \(L=245\) pm, chosen to resemble a germanium bond. The bond stiffness is \(f=2D\alpha^2=0.900\) meV/pm\(^2\). Each atom has three back bonds, whose directions make an angle of cosine \(1/3\) in size with the axis. To first order, a displacement \(x\) changes each length by \(x/3\) in size, so \(k=3f/9=0.300\) meV/pm\(^2\). The back bonds are treated as harmonic.

The curvature seen by one atom at the minimum is \(k+f=1.2\) meV/pm\(^2\). Write \(h_a=\hbar^2/m_a\), which is 597.2 and 550.0 meV pm\(^2\) for the two atoms. The squared harmonic energies have sum \(1.2(h_1+h_2)=1376.6\) meV\(^2\) and product \(h_1h_2(1.2^2-0.9^2)=2.069\times10^5\) meV\(^4\). Solving the quadratic gives 171.7 and 1204.9 meV\(^2\), or mode energies of 13.10 and 34.71 meV. In the lower mode the atoms move together; in the upper one the bond stretches.

The full problem needs numerical diagonalization. The basis consists of products of harmonic centre-of-mass states and stretch states found on a grid, 1150 in all below 1000 meV. A finite matrix cannot satisfy \([x,p]=i\hbar\) throughout, because the trace of a commutator is zero. The failure sits near the cutoff, where at 600 K the Boltzmann factor is about \(e^{-1000/51.7}\simeq4\times10^{-9}\).

Summing over levels gives first moments of 597.2 and 550.0 meV pm\(^2\) at 10, 300 and 600 K alike, and a cross moment below \(10^{-4}\) meV pm\(^2\). For the lighter atom this is \(5.972\times10^{-7}\) eV nm\(^2\), or \(1/m=8.603\times10^{24}\) kg\(^{-1}\). Other properties of the same atom change:

| Temperature (K) | Moment above 45 meV (%) | Mean curvature (meV/pm²) | \(m\langle v^2\rangle/kT\) | Mean bond stretch (pm) |
|---:|---:|---:|---:|---:|
| 10 | 0.14 | 1.1988 | 14.20 | 0.32 |
| 300 | 0.24 | 1.1980 | 1.087 | 0.55 |
| 600 | 0.44 | 1.1964 | 1.022 | 1.00 |

**Weight above the one-phonon lines.** A harmonic model has no weight above 34.71 meV. Cubic anharmonicity adds to the displacement a small term proportional to \(b^2+b^{\dagger2}\), where \(b\) lowers the stretch mode by one quantum. This term responds near twice the mode energy, with strength proportional to

\[
\langle[b^2,b^{\dagger2}]\rangle=2(2\bar n+1)=2\coth(w/2kT),
\]

where \(\bar n\) is the mean number of quanta. With \(w=34.71\) meV, the hyperbolic cotangent is 1.00, 1.71 and 3.09 at the three temperatures. Scaling the first share accordingly gives 0.14, 0.24 and 0.44 per cent, as in the table. The weight below 45 meV falls by the amount gained above.

**Mean curvature.** Expanding the Morse potential gives

\[
\langle V_M''\rangle\simeq f\left(1-3\alpha\langle r\rangle+\tfrac72\alpha^2\langle r^2\rangle\right).
\]

The mean force on each atom vanishes in a stationary state, so \(\langle V_M'\rangle=-k\langle r\rangle/2=-f\langle r\rangle/6\). To leading order \(V_M'=f(r-\tfrac32\alpha r^2)\), which yields \(\langle r\rangle=\tfrac97\alpha\langle r^2\rangle\). Eliminating \(\langle r^2\rangle\), the two corrections combine to \((-3+\tfrac{49}{18})\alpha\langle r\rangle=-\tfrac5{18}\alpha\langle r\rangle\). At 600 K this leading-order estimate makes them \(-4.5\) and \(+4.1\) per cent of \(f\), so they nearly cancel. The predicted change is \(-0.0038\) meV/pm\(^2\); the diagonalization gives \(-0.0036\). Higher-order terms are comparable with so small a remainder, so the closeness of the two numbers is partly fortuitous. A small change in mean curvature therefore does not imply weak anharmonicity of each term.

**Kinetic energy.** At 600 K the high-temperature formula gives \(1+597.2\times1.196/(12\times51.70^2)=1.022\), in agreement with the table. At 10 K the large ratio reflects zero-point motion: \(14.20\times0.862=12.2\) meV, far above \(kT\).

**Line-shape error.** With the centre of mass held at its origin, the lowest stretch transition is at 34.55 meV and the harmonic value is 34.71 meV. A Lorentzian pair at the former energy with the latter in its prefactor has 0.995 of the required moment.

### Which mass, and which coordinate

The potential \(V\) assumes that electrons stay on one energy surface. Suppose instead that a nucleus of mass \(M_n\) carries electrons of total mass \(\mu\), bound stiffly to it. In the low phonon mode both move together, and the nuclear displacement has first moment \(1/(M_n+\mu)\), the inverse atomic mass. Over all frequencies, including electronic ones, the rule gives \(1/M_n\). The excess relative to the phonon part is \(\mu/M_n\), which is 0.025 per cent for 32 electrons and an atom of 70 u.

The coordinate must also have a constant mass. A bond angle or a collective coordinate may have the kinetic energy \(\tfrac12p\,g(x)\,p\). Then \([pgp,x]=-i\hbar(gp+pg)\), so \(\dot x=(gp+pg)/2\) and \([\dot x,x]=-i\hbar g\). The first moment becomes \(\langle g\rangle\), which depends on the state. For the double well of Part I with \(g=1+0.3x^2\), in the same units, diagonalization gives 1.944 at \(kT=0.2\) and 1.867 at \(kT=2\).

### The model beside real germanium

Germanium has phonons up to roughly 37 meV, so the upper mode is in the right range. The crystal has a continuous spectrum starting at zero energy, whereas fixed neighbours leave the model with a lower line at 13 meV. Between 300 and 600 K the model bond lengthens by about \(6\times10^{-6}\) of its length per kelvin, close to the rough expansion coefficient of the crystal; but the neighbours are fixed, the back bonds are harmonic and transverse motion is left out, all of which affect the expansion, so this agreement is not a test of the model. With the Morse back bonds of true length described below, the figure becomes \(8\times10^{-6}\) per kelvin.

Natural germanium is a mixture of isotopes. With rough shares of 21, 27, 8, 36 and 8 per cent for mass numbers 70, 72, 73, 74 and 76, the site-averaged moment \(\langle1/m\rangle\) exceeds \(1/\langle m\rangle\) by 0.06 per cent. This is the error of using the mean mass.

Other omissions alter the spectrum but not its first moment. At 600 K, transverse motion lengthens the bond by about \(\langle u_\perp^2\rangle/2L=0.36\) pm, where \(u_\perp\) is the relative transverse displacement. The estimate takes independent atoms with stiffness \(4f/3\) in each transverse direction. Bonds in the crystal bend more easily than this: a classical lattice with typical Keating force constants for germanium (stretching 38 N/m, bending 12 N/m) gives about 0.5 pm. This is probably still low, because those constants put the transverse acoustic phonon at the zone-edge point X near 18 meV, against about 10 meV measured. Halving the bending constant, with the stretching constant raised to 43 N/m to keep the optical phonon in place, brings that phonon to 13 meV and the lengthening to 0.8 pm. Before the mean positions relax, a lengthening of 0.36 pm softens the bond by \(3\alpha\times0.36\) pm, or 1.6 per cent, and a larger value softens it in proportion. The back bonds are anharmonic as well. The quartic term of a Morse back bond, taken alone, raises its stiffness by \(\tfrac72\alpha^2\langle x_1^2\rangle/9\), which is 0.9 per cent for the computed rms displacement of 10.0 pm. Cubic terms matter more, because the three back bonds of an atom lengthen or shorten together. They have two sources. One is the Morse form. The other is geometry: when an atom moves by \(x\) away from its back neighbours, each back bond lengthens by \(x/3+4x^2/(9L)\) to second order. The quadratic part gives a cubic energy opposite in sign to that of the Morse form and about twice as large. Diagonalization at 600 K with Morse back bonds of true length raises the mean stretch of the central bond from 1.00 to 1.30 pm and lowers the back-bond stiffness by about 4 per cent. The mean curvature of the central bond is then 1.6 per cent below \(f\), instead of 0.4 per cent. Keeping only the length change \(x/3\) would have given a stretch of 0.78 pm, a shift in the wrong direction. The first moment is the same in every case. Bond rupture has a Boltzmann factor of about \(10^{-17}\) and can be ignored here.

For a measured spectrum that has been reduced to the displacement response \(\chi''\) in absolute units, the rule offers a test of scale if the background is removed and the window holds nearly all the weight. Raman, infrared and scattering intensities weight the motion by other factors and do not obey it as recorded. The losses quoted next belong to the two-atom model and must be estimated afresh for a crystal. In this model a window ending at 45 meV loses 0.4 per cent at 600 K, or about 0.5 per cent with Morse back bonds of true length. A much larger deficit would call for a search for missing spectral weight or a calibration error before any change of atomic mass.
